# Total Reaction and Apparent Order in a Thick Porous Slab

Let a reactive gas diffuse into a porous slab and deposit a solid on the pore walls at a rate proportional to its local concentration. Let $x$ be the depth below the open face, $C(x)$ the gas concentration in the pores, $D$ the effective diffusion coefficient and $k$ the rate constant referred to unit volume of slab. In a steady state the supply by diffusion balances the consumption:

$$D\,C''=kC,\qquad C(0)=C_s,\qquad C'(L)=0 .$$

The plane $x=L$ is either an impermeable wall or the symmetry plane of a slab open on both sides. With $\ell=\sqrt{D/k}$, the solution is

$$C(x)=C_s\,\frac{\cosh[(L-x)/\ell]}{\cosh(L/\ell)} .$$

The total reaction per unit area of open face, $W$, equals the flux entering there:

$$W=-D\,C'(0)=\frac{DC_s}{\ell}\tanh\frac{L}{\ell}
=\sqrt{Dk}\;C_s\tanh\frac{L}{\ell}.$$

If the slab is much thinner than $\ell$, the hyperbolic tangent is nearly $L/\ell$ and $W\approx LkC_s$: the whole volume reacts at the face rate. If it is much thicker, $W\approx\sqrt{Dk}\,C_s$, and extra thickness adds almost nothing. At every thickness $W$ is proportional to $C_s$, because the length $\ell$ does not depend on concentration.

That independence is peculiar to first-order kinetics. Suppose instead that the local rate is $kC^n$ with $n>0$. Raising $C_s$ then changes both the rate at the face and the depth to which the gas survives, and the order observed for the whole slab need not be $n$. The equation is now

$$D\,C''=kC^n,\qquad C(0)=C_s,\qquad C'(L)=0, \tag{1}$$

and the quantity wanted is

$$W=\int_0^L kC^n\,dx .$$

Several assumptions are contained in (1). The reaction is irreversible and the slab isothermal. The gas is dilute enough that reaction causes no appreciable net flow. The pores close slowly compared with the time for diffusion, so that $D$ and $k$ can be treated as constant in time, and both are uniform in depth. There is no resistance to transport outside the face, so $C_s$ is the concentration supplied by the reactor. When $C_s$ is varied, $D$ and $k$ are held fixed. For a slab open on both sides, $L$ is the half-thickness and the total for the two faces is $2W$.

Integrating (1) over the depth, and using $C'(L)=0$, gives

$$W=D\int_0^L C''\,dx=D[C'(L)-C'(0)]=-D\,C'(0). \tag{2}$$

Only the gradient at the face is needed, and it can be related to concentrations without solving for the full profile. Multiply (1) by $C'$. Each side becomes a derivative:

$$D\,C'C''=\frac{d}{dx}\left(\frac D2 C'^2\right),\qquad
kC^nC'=\frac{d}{dx}\left(\frac{k\,C^{n+1}}{n+1}\right).$$

The difference of the two bracketed quantities is therefore independent of depth. At $x=L$ the gradient vanishes. Writing $C_L=C(L)$, we obtain the first integral

$$\frac D2 C'^2-\frac{k\,C^{n+1}}{n+1}=-\frac{k\,C_L^{n+1}}{n+1}. \tag{3}$$

At the face, $C=C_s$ and $C'^2=W^2/D^2$ by (2). Multiplying (3) by $2D$ then gives

$$W^2=\frac{2Dk}{n+1}\left(C_s^{n+1}-C_L^{n+1}\right). \tag{4}$$

This holds for any thickness. It shows at once that

$$W\le W_\infty,\qquad
W_\infty=\sqrt{\frac{2Dk}{n+1}}\;C_s^{(n+1)/2}. \tag{5}$$

It remains to show that $C_L$ becomes negligible in a thick slab. Because $C''\ge0$ and $C'(L)=0$, the gradient is nowhere positive. The concentration falls with depth, and $C_L$ is its smallest value. The total reaction is thus at least $LkC_L^n$, while (5) limits it from above:

$$LkC_L^n\le W\le\sqrt{\frac{2Dk}{n+1}}\;C_s^{(n+1)/2}.$$

Divide by $LkC_s^n$ and define the Thiele modulus

$$\phi=L\sqrt{\frac{k\,C_s^{n-1}}{D}} . \tag{6}$$

The result is

$$\left(\frac{C_L}{C_s}\right)^n\le\frac1\phi\sqrt{\frac{2}{n+1}} . \tag{7}$$

For every $n>0$ the right side tends to zero as $\phi\to\infty$, so $C_L/C_s\to0$ and (4) gives $W/W_\infty\to1$. In the thick-slab limit the total reaction is therefore proportional to $C_s^{(n+1)/2}$, with the coefficient in (5). Since $1-\sqrt{1-y}\le y$ for $0\le y\le1$, the shortfall relative to $W_\infty$ is at most $(C_L/C_s)^{n+1}$.

The exponent has a direct interpretation. Divide $W_\infty$ by the face rate $kC_s^n$ to obtain an equivalent depth, the thickness of slab that would give the same total if it all reacted at the face rate:

$$\frac{W_\infty}{kC_s^n}=\sqrt{\frac{2D}{(n+1)k}}\;C_s^{(1-n)/2}.$$

For $n>1$ a higher concentration makes this layer thinner, which offsets part of the increase in local rate. For $n<1$ the layer becomes thicker and adds to the increase. The apparent order is thus halfway between $n$ and 1. Dividing the equivalent depth by $L$ gives the limiting effectiveness factor, the ratio of the actual total to $LkC_s^n$:

$$\eta=\frac{W}{LkC_s^n}\;\to\;\frac1\phi\sqrt{\frac2{n+1}} .$$

In addition, $W_\infty$ varies as $\sqrt{Dk}$. Quadrupling the rate constant only doubles the total reaction in this limit.

The opposite limit provides a contrast. For small $\phi$, put $c=C/C_s$ and $s=x/L$, so that $c''=\phi^2c^n$, with primes now denoting derivatives in $s$. To leading order the right side is $\phi^2$, and the boundary conditions give $c\approx1-\phi^2(s-s^2/2)$. Then

$$\eta=\int_0^1c^n\,ds\approx1-n\phi^2\int_0^1\left(s-\frac{s^2}{2}\right)ds
=1-\frac{n\phi^2}{3}.$$

Since $\phi^2\propto C_s^{n-1}$, the apparent order is

$$\frac{d\ln W}{d\ln C_s}\approx n-\frac{n(n-1)}{3}\phi^2 . \tag{8}$$

It approaches the intrinsic order $n$ as $\phi\to0$.

The first integral also gives the profile. Taking the negative root of (3) and scaling, we have

$$\frac{dc}{ds}=-a\sqrt{c^{n+1}-c_L^{n+1}},\qquad
a=\phi\sqrt{\frac2{n+1}},\qquad c_L=\frac{C_L}{C_s}. \tag{9}$$

In the thick limit, at depths where $c_L^{n+1}\ll c^{n+1}$, this becomes $dc/ds=-a\,c^{(n+1)/2}$. For $n\ne1$, separation of variables and $c(0)=1$ give

$$\frac{2}{n-1}\left[c^{-(n-1)/2}-1\right]=as,
\qquad
c=\left[1+\frac{(n-1)as}{2}\right]^{-2/(n-1)} . \tag{10}$$

For $n=1$, $a=\phi$ and $c=e^{-\phi s}$. In this limit the flux at a given depth, as a fraction of the entering flux, is $c^{(n+1)/2}$. This is the fraction of the reaction still to take place deeper in the slab.

The three ranges of order have different tails. For $0<n<1$ the bracket in (10) reaches zero at a finite depth. Setting $1-(1-n)as/2=0$ and using the definition of $a$ gives

$$\delta=\frac{2L}{(1-n)a}
=\frac{L\sqrt{2(n+1)}}{(1-n)\phi}. \tag{11}$$

If $L\ge\delta$, the complete solution is

$$C=C_s\left(1-\frac x\delta\right)^{2/(1-n)}\quad(x\le\delta),
\qquad C=0\quad(x\ge\delta).$$

The exponent exceeds 2, so $C$, $C'$ and $C''$ all join continuously at $\delta$, and both boundary conditions hold. No other solution exists. To see this, let $w=C_1-C_2$ be the difference of two solutions, multiply its equation by $w$ and integrate by parts. The boundary terms vanish, leaving

$$D\int_0^L w'^2\,dx+k\int_0^L(C_1^n-C_2^n)(C_1-C_2)\,dx=0 .$$

Neither integral can be negative, so $w'=0$, and $w(0)=0$ then gives $w=0$. Thus for $0<n<1$ the law $W=W_\infty$ is exact within this model once $L\ge\delta$; infinite thickness is not required. If $L<\delta$, $C_L$ cannot be zero, since (9) with $c_L=0$ would bring the gas to zero only at $\delta$. Equation (4) then gives $W<W_\infty$.

For $n>1$ the tail decays as a power of depth, and the far-plane concentration can be estimated more closely than by (7). Integrate (9) across the slab and substitute $c=c_Lu$:

$$a=\int_{c_L}^1\frac{dc}{\sqrt{c^{n+1}-c_L^{n+1}}}
=c_L^{-(n-1)/2}\int_1^{1/c_L}\frac{du}{\sqrt{u^{n+1}-1}} .$$

Extend the last integral to infinity and subtract the added part. For small $c_L$ that part lies at large $u$, where the 1 under the root can be neglected:

$$\int_{1/c_L}^\infty u^{-(n+1)/2}\,du=\frac{2}{n-1}\,c_L^{(n-1)/2}.$$

Hence

$$a+\frac{2}{n-1}\approx I\,c_L^{-(n-1)/2},\qquad
c_L\approx\left[\frac{I}{a+2/(n-1)}\right]^{2/(n-1)}, \tag{12}$$

where, with $t=u^{-(n+1)}$,

$$I=\int_1^\infty\frac{du}{\sqrt{u^{n+1}-1}}
=\frac1{n+1}\int_0^1t^{-1/2-1/(n+1)}(1-t)^{-1/2}dt
=\frac{1}{n+1}B\!\left(\frac12-\frac1{n+1},\frac12\right),$$

and $B$ is the beta function. By (12), $d\ln c_L/d\ln C_s\approx-a/[a+2/(n-1)]$, which is only $-0.80$ for $n=2$ at $\phi=10$. The term $2/(n-1)$ becomes negligible when $a\gg2/(n-1)$, a demanding condition for $n$ near 1. Since $a\propto C_s^{(n-1)/2}$, the relative value $c_L$ then varies as $1/C_s$, and $C_L=c_LC_s$ itself approaches a value independent of $C_s$.

These differences matter when an experiment varies concentration at fixed thickness and fixed $D$. By (6), $\phi\propto C_s^{(n-1)/2}$. For $n>1$ the slab is effectively thick at high concentration, and the limiting law fails when $C_s$ is too low. For $n<1$ it is effectively thick at low concentration, and the law fails when $C_s$ is too high. With $D$ fixed, only for $n=1$ is the criterion independent of $C_s$.

For a numerical case, take round model parameters: $D=10^{-5}\ \mathrm{m^2/s}$, $L=5.0$ mm, $C_s=0.100\ \mathrm{mol/m^3}$ and a face rate $R_s=kC_s^n=4.00\ \mathrm{mol/(m^3\,s)}$. Compare $n=1/2$, 1 and 2 at this common face rate. Because $kC_s^{n-1}=R_s/C_s$, all three have

$$\phi=(5\times10^{-3})\sqrt{\frac{4}{10^{-5}\times0.1}}=10 .$$

The limiting total can be written

$$W_\infty=\sqrt{\frac2{n+1}}\sqrt{DR_sC_s},\qquad
\sqrt{DR_sC_s}=\sqrt{10^{-5}\times4\times0.1}
=2.00\times10^{-3}\ \mathrm{mol/(m^2\,s)} .$$

The prefactors 1.155, 1 and 0.816 give 2.309, 2.000 and 1.633 mmol/(m² s) for $n=1/2$, 1 and 2. Uniform reaction at the face rate would give $LR_s=20$ mmol/(m² s), so the effectiveness factors are 0.115, 0.100 and 0.082. Most of each slab contributes little.

A finite-difference solution of (1), which makes no use of the first integral, gives the same totals to the printed digits for $n=1/2$ and $n=1$. For $n=2$ it gives 1.6328 against the limiting 1.6330 mmol/(m² s). The difference agrees with (4): the computed far-plane ratio is $c_L=0.0571$, and the relative shortfall is about $c_L^3/2=9\times10^{-5}$. Estimate (12) gives the same $c_L$ to the digits printed, whereas the general bound (7) allows values up to 0.286. The bound is loose here, but it suffices to prove the limit.

On doubling $C_s$, the computed totals rise by factors of 1.682, 2.000 and 2.829, compared with $2^{3/4}=1.682$, $2$ and $2^{3/2}=2.828$. The second-order slab therefore responds less strongly than its local rate, which rises fourfold, and the half-order slab responds more strongly than its local factor $\sqrt2$.

The depth containing 90% of the reaction follows from setting the remaining flux fraction to 0.1. For $n=2$, $c=0.1^{2/3}=0.2154$ and $a=10\sqrt{2/3}=8.165$, so (10) gives

$$x=L\,\frac{2\,(c^{-1/2}-1)}{a}
=5.0\times\frac{2\times1.1544}{8.165}=1.414\ \mathrm{mm}.$$

The finite-difference value is 1.409 mm, about 0.3% smaller. The flux at this depth is only a tenth of its face value, so neglecting $c_L$ costs more here than in $W$. With $c_L$ retained, (3) gives for the remaining flux fraction $r$

$$r^2=\frac{c^{n+1}-c_L^{n+1}}{1-c_L^{n+1}} .$$

The infinite-depth formula needs $c_L^{n+1}\ll r^2$, not merely $c_L^{n+1}\ll1$. In this case $c_L^3=1.9\times10^{-4}$ is about 2% of $r^2=0.01$. Integrating (9) with this $c_L$ reproduces the finite-difference depth within the tested relative tolerance of $10^{-4}$. For $n=1/2$ and $n=1$ the 90% depths are 0.928 and 1.151 mm.

For $n=1/2$, equation (11) gives complete extinction of the gas at

$$\delta=5.0\times\frac{\sqrt3}{0.5\times10}=1.732\ \mathrm{mm}.$$

A slab of depth $1.05\,\delta$ gives the limiting total to the printed digits; one of depth $0.50\,\delta$ gives 0.958 of it. At fixed $L$, $\delta$ grows as $C_s^{(1-n)/2}=C_s^{1/4}$. It reaches the far plane when

$$C_s=0.100\left(\frac{5.0}{1.732}\right)^4\approx6.94\ \mathrm{mol/m^3}.$$

The apparent orders, computed as logarithmic slopes of the finite-difference totals with $k$ and $D$ fixed, show the two directions of failure:

| $n$ | $C_s$ (mol/m³) | $\phi$ | apparent order |
|---|---|---|---|
| 1/2 | 0.1 | 10.00 | 0.750 |
| 1/2 | 10 | 3.16 | 0.750 |
| 1/2 | 100 | 1.78 | 0.695 |
| 2 | 0.0001 | 0.316 | 1.941 |
| 2 | 0.001 | 1.00 | 1.709 |
| 2 | 0.1 | 10.00 | 1.500 |

For $n=1/2$, the row at 10 mol/m³ lies above the threshold, yet its order is still 0.750 to the printed precision. The reason is the slow growth of $c_L$ beyond the threshold, which by (11) lies at $a=4$. Integrating (9) across the slab with $c=c_Lu$, and separating the part $u^{-3/4}$ of the integrand, gives for small $c_L$

$$a=c_L^{1/4}\int_1^{1/c_L}\frac{du}{\sqrt{u^{3/2}-1}}\approx4-(4-J)\,c_L^{1/4},\qquad
J=\int_1^\infty\left[\frac1{\sqrt{u^{3/2}-1}}-u^{-3/4}\right]du\approx1.0 .$$

Thus $c_L$ grows as $(4-a)^4$, and the fraction $c_L^{3/2}$ by which (4) reduces $W^2$ grows as $(4-a)^6$. Both this fraction and its slope start from zero at the threshold, so the order changes little at first. At 100 mol/m³ the order has moved visibly towards $1/2$. That row illustrates equation (1) rather than a practical dilute gas: by the ideal-gas law the reactant alone would exert about 11 bar at 1300 K, and keeping it dilute would require a much higher total pressure, at which molecular diffusion in common carrier gases would give a $D$ smaller than the value held fixed here. At the same temperature the threshold of 6.94 mol/m³ and the row at 10 mol/m³ already correspond to about 0.75 and 1.1 bar of reactant, so they too are dilute only at elevated total pressure. For $n=2$, the order rises towards 2 as the concentration is lowered. At $\phi^2=0.1$, the thin-slab estimate (8) gives $2-0.067=1.933$, close to the computed 1.941.

The requirement that $D$ stay fixed can also decide the measured exponent. It is met when diffusion is of Knudsen type, dominated by collisions with the pore walls, or when a dilute reactant's fraction is changed at constant total pressure. If instead the total pressure is raised at constant composition and transport is by molecular diffusion, then $D\propto1/C_s$. Substitution in (5) gives

$$W_\infty\propto D^{1/2}C_s^{(n+1)/2}\propto C_s^{n/2}.$$

Along this path (6) gives $\phi\propto C_s^{n/2}$, so the slab is effectively thick at high pressure for every $n>0$, including $n\le1$. For $n=2$ the finite-difference slope under this variation is 1.0005, instead of about 1.5 at fixed $D$. The same surface kinetics can therefore show different apparent orders, depending on how the concentration is changed. When Knudsen and molecular resistances are comparable and the total pressure is varied, the thick-slab order lies between $n/2$ and $(n+1)/2$. To infer the intrinsic order from the apparent order of a thick slab alone, one must know how $D$ changed as the concentration was varied. The remaining computed values are listed in the numerical output.

## Computed values

```
Model slab, one open face
D = 1.0e-05 m^2/s; L = 5.0 mm
Cs = 0.100 mol/m^3
local rate at face = 4.00 mol/(m^3 s)
Order n = 0.5; phi = 10.000
 k = 12.6491 (mol/m^3)^(1-n)/s
 W law = 2.3094 mmol/(m^2 s)
 W numerical = 2.3094 mmol/(m^2 s)
 effectiveness W/(L*face rate) = 0.1155
 far-plane C/Cs = 0.000e+00
 upper bound on far-plane C/Cs = 1.333e-02
 depth of 90% reaction = 0.9281 mm
 same depth, infinite-slab formula = 0.9281 mm
 W ratio on doubling Cs = 1.6818
Order n = 1.0; phi = 10.000
 k = 40.0000 (mol/m^3)^(1-n)/s
 W law = 2.0000 mmol/(m^2 s)
 W numerical = 2.0000 mmol/(m^2 s)
 effectiveness W/(L*face rate) = 0.1000
 far-plane C/Cs = 9.080e-05
 upper bound on far-plane C/Cs = 1.000e-01
 depth of 90% reaction = 1.1513 mm
 same depth, infinite-slab formula = 1.1513 mm
 W ratio on doubling Cs = 2.0000
Order n = 2.0; phi = 10.000
 k = 400.0000 (mol/m^3)^(1-n)/s
 W law = 1.6330 mmol/(m^2 s)
 W numerical = 1.6328 mmol/(m^2 s)
 effectiveness W/(L*face rate) = 0.0816
 far-plane C/Cs = 5.708e-02
 upper bound on far-plane C/Cs = 2.857e-01
 depth of 90% reaction = 1.4093 mm
 same depth, infinite-slab formula = 1.4139 mm
 W ratio on doubling Cs = 2.8286
n=0.5 penetration depth = 1.7321 mm
n=0.5 W/law at L=1.05 penetration = 1.00000
n=0.5 W/law at L=0.50 penetration = 0.95845
n=0.5 law exact up to Cs = 6.944 mol/m^3
n=2 far-plane C/Cs asymptote = 5.708e-02
Apparent order: n, Cs in mol/m^3, phi, order
 0.5  0.1  10.000  0.7500
 0.5  1  5.623  0.7500
 0.5  10  3.162  0.7500
 0.5  100  1.778  0.6946
 2.0  0.0001  0.316  1.9411
 2.0  0.001  1.000  1.7088
 2.0  0.01  3.162  1.5190
 2.0  0.1  10.000  1.5002
n=2 apparent order if D varies as 1/Cs = 1.0005
```
